# ZORA under a Constant Potential Shift and the Model-Potential Cure

Remove the two 6s electrons from a mercury atom and compute the energy cost as a difference of total energies. With local-density exchange, the four-component Dirac–Kohn–Sham equations give 28.10 eV. The zeroth-order regular approximation (ZORA), with the same functional, gives 17.75 eV. The 6s orbital energies of the neutral atom agree between the two methods to about 0.0002 hartree, so the missing 10.4 eV has little to do with the description of the valence shell. It comes from the core. When the outer electrons leave, the potential throughout the core drops by a nearly constant amount, and ZORA does not respond correctly to a constant.

To see why, start from the Dirac equation in a local potential $V$. I use hartree atomic units, so the electron mass is one and $c=1/\alpha$, and I measure energies from the rest energy. For the large component $\phi$ and the small component $\chi_D$,

$$
V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi_D=E\phi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi_D=E\chi_D .
$$

The second equation gives $\chi_D=c\,(2c^2+E-V)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi$. Inserting this in the first,

$$
\left[V-E+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\phi=0. \tag{1}
$$

Energy and potential enter only through $E-V$. If $V$ becomes $V+\Delta$ with constant $\Delta$, the same $\phi$ solves the equation with $E+\Delta$. Every Dirac level moves by $\Delta$, and level differences do not change.

ZORA drops $E$ from the denominator, on the ground that $|E|$ is small compared with $2c^2-V$:

$$
H[V]=V+T[V],\qquad
T[V]=\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p . \tag{2}
$$

I assume $2c^2-V>0$ everywhere, also after any shift. The denominator now contains $V$ without its partner $E$, so a shift of $V$ changes the kinetic operator.

The size of the effect follows from the Hellmann–Feynman theorem. Let $\phi$ be a normalized bound eigenfunction of $H[V+\Delta]$ with eigenvalue $E_Z(\Delta)$. Since

$$
\frac{d}{d\Delta}\,\frac{c^2}{2c^2-V-\Delta}=\frac{c^2}{(2c^2-V-\Delta)^2},
$$

the derivative of the eigenvalue is

$$
\frac{dE_Z}{d\Delta}=1+\langle\phi|\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{(2c^2-V-\Delta)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p|\phi\rangle
=1+N, \tag{3}
$$

$$
N=\langle\chi|\chi\rangle,\qquad \chi=\frac{c}{2c^2-V-\Delta}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi .
$$

The second form uses the hermiticity of $\boldsymbol\sigma\!\cdot\!\mathbf p$. The number $N$ cannot vanish. If it did, $\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi$ would be zero everywhere, hence $\langle\phi|p^2|\phi\rangle=0$, which no normalizable function satisfies. Integrating (3) from zero to $\Delta$ shows that a ZORA level followed along the shift moves farther than $\Delta$, upward for positive $\Delta$ and downward for negative. This proves that ZORA is not invariant.

The extra term has a simple meaning. In the Dirac theory the normalization is $\langle\phi|\phi\rangle+\langle\chi_D|\chi_D\rangle=1$, and a constant potential acts on this total of one. In ZORA $\phi$ alone is normalized to one, and the potential in the denominator acts on $\chi$ as well. The electron responds to a shift as if its charge were $1+N$.

For a small shift, $E_Z(\Delta)-E_Z(0)=\Delta(1+N)+O(\Delta^2)$, with $N$ taken at $\Delta=0$. The difference between two levels therefore acquires the false change

$$
\delta(E_a-E_b)=\Delta\,(N_a-N_b)+O(\Delta^2). \tag{4}
$$

Two valence levels, both with tiny $N$, hardly notice. A core level and a valence level do.

The hydrogen-like ion, $V=-Z/r$, allows these statements to be checked in closed form for a finite shift. Write (1) for the Dirac level $E_D$ and substitute $\mathbf r=\lambda\mathbf s$ with $\lambda>0$, so that $\mathbf p$ becomes $\mathbf p_s/\lambda$:

$$
\frac1{\lambda^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\frac{c^2}{2c^2+E_D+Z/(\lambda s)}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\phi
=\left(E_D+\frac{Z}{\lambda s}\right)\phi .
$$

Multiply by $\lambda$. On the left one factor $1/\lambda$ remains, and it can be taken into the denominator:

$$
\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\frac{c^2}{\lambda(2c^2+E_D)+Z/s}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\phi
=\left(\lambda E_D+\frac Zs\right)\phi .
$$

The ZORA equation for the shifted potential $-Z/s+\Delta$ reads

$$
\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\frac{c^2}{2c^2-\Delta+Z/s}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\phi
=\left(E_Z-\Delta+\frac Zs\right)\phi .
$$

The two coincide if $\lambda(2c^2+E_D)=2c^2-\Delta$ and $E_Z-\Delta=\lambda E_D$. Hence, for $\Delta<2c^2$,

$$
E_Z(\Delta)=\Delta+E_D\,\frac{2c^2-\Delta}{2c^2+E_D}. \tag{5}
$$

This is linear in $\Delta$. Its slope is $1-E_D/(2c^2+E_D)$, and comparison with (3) gives

$$
N=-\frac{E_D}{2c^2+E_D},\qquad 1+N=\frac{2c^2}{2c^2+E_D},\qquad E_Z(\Delta)=(1+N)(E_D+\Delta). \tag{6}
$$

For light ions $E_D\approx-Z^2/2n^2$, so $N\approx Z^2/(4n^2c^2)$: the fault grows as the square of the nuclear charge and vanishes in the nonrelativistic limit.

Take $Z=80$, where $2c^2=37557.73$ hartree and the 1s Dirac energy is $-3532.19$ hartree. Then $N=3532.19/34025.54=0.10381$. A shift of $-10$ hartree should lower the 1s level by a further $1.038$ hartree beyond the shift itself. Diagonalization gives $-3898.869$ hartree without the shift and, after subtraction of the shift, $-3899.907$ hartree with it. For the 2p$_{3/2}$ level $N=0.02226$, so by (4) the gap between 2p$_{3/2}$ and 1s should change by $-10\,(0.02226-0.10381)=0.8155$ hartree, which is also the computed change.

These numbers contain a second and much larger error. Even at $\Delta=0$ the ZORA 1s level lies 367 hartree below the Dirac level. This intrinsic error comes from the same omission. Expanding the denominator in (1) to first order in $E$ gives $T[V]$ minus $E$ times the operator whose expectation value is $N$; hence $E\approx E_Z-EN$, or $E_Z-E\approx NE$. It is large for deep levels and negligible for valence levels, where both $N$ and $|E|$ are small. One may trade one error for the other: if the shift is chosen so that a ZORA eigenvalue becomes zero, the omitted energy is zero, and (2) with $V+\Delta$ is the same equation as (1) with $E=-\Delta$. That level is then an exact Dirac level, in any local potential. But each level needs its own shift, so no single constant repairs the whole spectrum.

In a calculation on a molecule or an ion nobody adds a constant by hand. The surroundings do it. Charge outside a core produces a potential that is nearly uniform across that core, and this potential changes when a bond is stretched or an electron is removed. To find the effect on the total energy, separate the potential $W$ in the kinetic operator from everything else. For a fixed function $W(\mathbf r)$ define

$$
E[W]=\min_{\{\phi_i\}}\left\{\sum_i\langle\phi_i|T[W]|\phi_i\rangle+\int\! v_{\rm nuc}\,\rho\,d^3r+J[\rho]+E_x[\rho]\right\},\quad \rho=\sum_i|\phi_i|^2, \tag{7}
$$

with orthonormal orbitals, $J$ the Hartree energy and $E_x$ the exchange functional. Variation of the orbitals gives $(V+T[W])\phi_i=\varepsilon_i\phi_i$, where $V=v_{\rm nuc}+v_H[\rho]+v_x[\rho]$. Because the energy is stationary with respect to the orbitals, a small change $\delta W$ acts to first order through the explicit dependence of $T$ alone:

$$
\delta E=\sum_i\langle\phi_i|\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2\,\delta W}{(2c^2-W)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p|\phi_i\rangle
=\sum_i\int\delta W\,|\chi_i|^2\,d^3r, \tag{8}
$$

where $\chi_i=c\,(2c^2-W)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi_i$. Ordinary self-consistent ZORA uses orbitals that satisfy $(V+T[V])\phi_i=\varepsilon_i\phi_i$. These are the stationary orbitals of (7) for the particular choice $W=V$, with $V$ the final self-consistent potential. Its energy can therefore be compared with that of any other $W$ by means of (8).

If the surroundings change the core potential by $\Delta$, ordinary ZORA lets $W$ follow. The part of the energy change that enters through $T$ is false, and to leading order it is

$$
E_{\rm false}\approx\Delta\sum_iN_i , \tag{9}
$$

where the sum runs over all electrons of the core concerned. For the mercury atom the sum is 0.547. The two 1s electrons contribute $2\times0.102$ and the eight electrons of the second shell another 0.164, so these ten electrons supply two thirds of it. Each 6s electron adds only $7\times10^{-5}$. A direct test of (9), shifting $W$ by $-1$ hartree and repeating the self-consistent calculation, changes the total energy by $-0.54681$ hartree, equal to $\Delta\sum_iN_i$ in all printed digits.

The cure can now be derived from what $W$ has to do. First, $W$ must not follow a shift of $V$. If $V$ becomes $V+\Delta$ while $W$ stays fixed, then

$$
H=V+T[W]\;\longrightarrow\;V+\Delta+T[W]=H+\Delta , \tag{10}
$$

so the orbitals are unchanged and every level moves by $\Delta$. This holds for any fixed $W$, and so it cannot by itself determine $W$. The choice $W=0$ satisfies it too, but then $T=(\boldsymbol\sigma\!\cdot\!\mathbf p)^2/2=p^2/2$, and all relativity is lost.

Second, then, $W$ must resemble $V$ where it matters. By (8) the effect of a difference $W-V$ is weighted with $|\chi|^2$, which is concentrated in the cores. There $V$ is dominated by the nucleus and the inner electrons, which are nearly the same in an atom and in its compounds. This suggests a superposition of atomic potentials. An error $\delta$ in $W$ changes the factor $c^2/(2c^2-W)$ by the relative amount $\delta/(2c^2-W)$ to first order, which is below $3\times10^{-5}$ per hartree where $W<0$.

Third, in the core of each atom $W$ must be the same in all the states whose energies are compared. An offset of $W$ then adds nearly the same amount, $\delta\sum_iN_i$, to each energy and drops out of the difference. This excludes a sum of bare nuclear potentials: a neighbour at distance $R$ would contribute $-Z_B/R$ to the core, which varies with $R$ and decays slowly. Each nucleus has to be accompanied by a frozen electron density $\tilde\rho_A$ that neutralizes it.

These demands lead to van Wüllen's model potential,

$$
W(\mathbf r)=-\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}+\int\frac{\tilde\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'+v_x[\tilde\rho](\mathbf r),\qquad
\tilde\rho=\sum_A\tilde\rho_A , \tag{11}
$$

with the correlation potential added when the functional has one. The full potential $V$ of the actual electron density remains in the Hamiltonian as the first term of $V+T[W]$; only the kinetic operator receives $W$.

There is a second gain. For the frozen $W$, the operator $V+T[W]$ is the derivative of the energy (7), because $T$ does not depend on the density being varied. In ordinary ZORA it does. A consistent variation with $W=V[\rho]$ would add to the Hamiltonian the potential $\sum_i\int|\chi_i(\mathbf r')|^2\,\delta V(\mathbf r')/\delta\rho(\mathbf r)\,d^3r'$, which the usual equations leave out. The model potential still moves with the nuclei, and by (8) a force calculation must include the term $\sum_i\int(\partial W/\partial\mathbf R_A)|\chi_i|^2d^3r$ in the energy gradient.

Mercury shows how much this changes. The calculation takes a point nucleus, spherical closed shells and local exchange without correlation. For the model potential I use the self-consistent density of the neutral atom as $\tilde\rho$. In the neutral atom $W=V$, so both ZORA schemes give the same energy there and the whole difference arises in Hg$^{2+}$. At $r\approx0.01$ bohr the potential of the ion lies 0.697 hartree below that of the atom. Equation (9) predicts a false energy of

$$
-0.6967\times0.5468=-0.381\ \text{hartree},
$$

and the self-consistent energies of the ion in the two schemes differ by $-0.3800$ hartree. The estimate treats the shift as uniform and uses the small components of the neutral atom. Without these simplifications, one integrates (8) along a straight path from the model $W$ to the ionic $V$. The average of the integrand at the two ends reproduces the $-0.3800$ hartree; the next decimal is not converged and moves by about $2\times10^{-5}$ hartree between numerical settings.

The double ionization energies are then

$$
\begin{aligned}
\text{Dirac:}&\quad 1.0327\ \text{hartree}=28.10\ \text{eV},\\
\text{ordinary ZORA:}&\quad 0.6521\ \text{hartree}=17.75\ \text{eV},\\
\text{model-potential ZORA:}&\quad 1.0322\ \text{hartree}=28.09\ \text{eV}.
\end{aligned}
$$

Relative to the Dirac value, the error falls from $-10.36$ eV to $-0.015$ eV. The sign is as expected: ordinary ZORA places the ion too low, so ionization seems too cheap. The Dirac value is a reference for the treatment of relativity within this functional. It is not a prediction of the measured energy, since correlation, the Breit interaction, quantum-electrodynamic effects and the finite nuclear size are left out.

The intrinsic error has not gone away. The total energy of the neutral atom is $-20357.3$ hartree in ZORA and $-19643.0$ hartree in the Dirac calculation, a discrepancy of 714 hartree. With a common $W$ it is nearly the same in atom and ion and cancels in their difference. Where a core electron is itself excited or removed, its own intrinsic error, of order $NE$, has no partner to cancel against and stays in the difference. The model potential still removes the false energy (9) that the hole induces in the remaining core electrons, but it does not touch this intrinsic part, which is large for the deepest levels.

A smaller defect remains in molecules. Expression (11) is fixed for a given arrangement of nuclei, but the tail of atom $B$ reaches into the core of atom $A$ and changes with their distance. For a spherical neutral density, the charge inside $R$ acts as if at the centre, while a shell at $r>R$ contributes its charge divided by $r$. Writing $Z_B$ as the sum of the electronic charge inside and outside $R$ gives the electrostatic tail

$$
w_B(R)=-\int_{r>R}\tilde\rho_B(r)\left(\frac1R-\frac1r\right)d^3r , \tag{12}
$$

which is negative and comes entirely from density beyond $R$. The exchange part matters less: since $v_x\propto\tilde\rho^{1/3}$, a small neighbouring density changes $v_x$ in the core by the relative amount $\tilde\rho_B/(3\tilde\rho_A)$, and $\tilde\rho_A$ is very large there.

For the mercury density (12) gives $-0.00194$ hartree at 5 bohr. A mercury core exposed to such a tail would gain the false energy $-0.00194\times0.547=-0.00106$ hartree, or $-2.8$ kJ/mol. This is an estimate from (9), not a molecular calculation, and it grows quickly at shorter distance: the same estimate gives $-6.4$ kJ/mol at 4.5 bohr and $-15$ kJ/mol at 4 bohr. Since (12) involves only the density beyond $R$, the tail shrinks rapidly as the distance grows.

Equation (12) also shows the remedy. If the neutral model density is confined within a radius smaller than the bond length, the tail vanishes. I damped the mercury density by the factor $\exp[-(r/2.5)^4]$, with $r$ in bohr, and returned the missing 3.63 electrons as a Gaussian, $\pi^{-3/2}e^{-r^2}$ per electron. The tail at 5 bohr drops below $10^{-10}$ hartree. The price is an offset of 2.34 hartree in $W$ in the core, which by (9) moves the total energy of the atom by more than one hartree. It moves the ion by almost the same amount, because $\sum_iN_i$ hardly changes when the 6s electrons leave, and the double ionization energy changes by only $-6\times10^{-5}$ hartree. As long as the states compared have nearly the same $\sum_iN_i$, the model density therefore need not be a faithful picture of the outer atom. It has to be neutral, compact and the same in every state compared. A deep core hole breaks this condition: removing a 1s electron lowers $\sum_iN_i$ by about 0.1, and the compact density then changes the 1s ionization energy by $-0.21$ hartree.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Hydrogen-like ion Z = 80, shift D = -10.0 hartree
level: E_Dirac, E_ZORA, E_ZORA(shifted)-D [hartree], N
  1s: -3532.1921, -3898.8691, -3899.9072, 0.103810
  2s: -904.8478, -927.1857, -927.4326, 0.024687
  2p1/2: -904.8478, -927.1857, -927.4326, 0.024687
  2p3/2: -817.8075, -836.0114, -836.2340, 0.022259
change of 2p3/2-1s gap by shift: 0.8155 hartree
  D*(N_2p3/2 - N_1s): 0.8155 hartree
Mercury, local exchange only, point nucleus
orbital: E_ZORA, E_ZORA/(1+N), E_Dirac [hartree], N
  1s: -3357.5824, -3046.3941, -3049.4310, 1.021e-01
  2s: -551.3563, -539.6195, -539.9981, 2.175e-02
  2p1/2: -529.1225, -517.8129, -518.1715, 2.184e-02
  2p3/2: -455.0520, -446.4364, -446.6597, 1.930e-02
  5d5/2: -0.2957, -0.2956, -0.2954, 2.297e-04
  6s: -0.2218, -0.2218, -0.2220, 6.673e-05
1s ZORA level after shift by -E_Dirac: -1.0e-11 hartree
sum of N over all electrons: 0.54681
total energy, ZORA atom: -20357.3482 hartree
total energy, Dirac atom: -19642.9782 hartree
W shifted by -1.0 hartree: energy change -0.54681 hartree
  D * sum of N: -0.54681 hartree
core shift atom -> ion at r = 0.0097 bohr: -0.69670 hartree
core shift * sum of N: -0.38096 hartree
false energy, ordinary minus model ZORA ion: -0.38004 hartree
  from integral of chi^2 * change of W: -0.38004 hartree
Double ionization energy Hg -> Hg2+
  Dirac: 1.03272 hartree = 28.102 eV; error 0.000 eV
  ordinary ZORA: 0.65214 hartree = 17.746 eV; error -10.356 eV
  model ZORA: 1.03219 hartree = 28.087 eV; error -0.015 eV
  compact-model ZORA: 1.03213 hartree = 28.086 eV; error -0.016 eV
charge drawn inward in compact model: 3.6335 electrons
offset of compact W in the core: 2.3368 hartree
compact minus model ionization energy: -5.54e-05 hartree
electrostatic tail at 5.0 bohr: -0.001938 hartree
  same for compact density: 7.7e-11 hartree
tail * sum of N: -0.001060 hartree = -2.78 kJ/mol
```
